# Density-of-states and conductivity masses of an ellipsoidal tin dioxide band: a numerical check

```python
# Result under test: for an ellipsoidal band with principal masses m1, m2, m3,
#   density-of-states mass  m_d = (m1 m2 m3)^(1/3)
#   conductivity mass       m_c = 3 / (1/m1 + 1/m2 + 1/m3)
# One valley, two spins, one scalar relaxation time tau.
# Masses are in free-electron masses, energies in eV, wavevectors in 1/nm.
# The model parameters are rough values for a conducting tin dioxide film.
import numpy as np
from scipy import constants as const
from scipy.special import expit

masses = np.array([0.30, 0.30, 0.23])
density_cm3 = 1.0e20
tau = 5.0e-15
temperature = 300.0
gap = 3.6

hbar2_over_me = const.hbar**2 / const.m_e / const.e * 1e18   # eV nm^2
kT = const.k * temperature / const.e                        # eV
density = density_cm3 * 1e-21                               # 1/nm^3

# Derived formulas
m_dos = np.prod(masses) ** (1 / 3)
m_cond = 3 / np.sum(1 / masses)
m_arith = np.mean(masses)
fermi = hbar2_over_me * (3 * np.pi**2 * density) ** (2 / 3) / (2 * m_dos)
n_c = 2 * (m_dos * kT / (2 * np.pi * hbar2_over_me)) ** 1.5  # 1/nm^3


def parabolic(kx, ky, kz):
    return 0.5 * hbar2_over_me * (
        kx**2 / masses[0] + ky**2 / masses[1] + kz**2 / masses[2])


def two_band(kx, ky, kz):
    gamma = parabolic(kx, ky, kz)
    return 0.5 * gap * (np.sqrt(1 + 4 * gamma / gap) - 1)


# Test 1: count the allowed wavevectors of a periodic cubic box
def counted_density(energy, box=250.0):
    spacing = 2 * np.pi / box
    reach = np.sqrt(2 * masses.max() * energy / hbar2_over_me)
    top = int(np.ceil(reach / spacing)) + 1
    k = spacing * np.arange(-top, top + 1)
    levels = parabolic(k[:, None, None], k[None, :, None], k[None, None, :])
    return 2 * np.count_nonzero(levels < energy) / box**3


probe_energy = 0.30
m_counted = hbar2_over_me / (2 * probe_energy) * (
    3 * np.pi**2 * counted_density(probe_energy)) ** (2 / 3)
# Finite-box counting noise is well below the 0.8 % gap between m_d and m_c.
assert abs(m_counted / m_dos - 1) < 2e-3
density_at_fermi = counted_density(fermi)
assert abs(density_at_fermi / density - 1) < 2e-3


# Test 2: transport integral summed over k, velocities by finite differences
def transport(energy_function, mu):
    step = 0.05
    k = np.arange(-3.2 + step / 2, 3.2, step)
    grid = [k[:, None, None], k[None, :, None], k[None, None, :]]
    occupation = expit((mu - energy_function(*grid)) / kT)
    weight = 2 * step**3 / (2 * np.pi) ** 3
    carriers = weight * occupation.sum()
    minus_slope = occupation * (1 - occupation) / kT
    shift = 1e-3
    slopes = []
    for axis in range(3):
        plus, minus = list(grid), list(grid)
        plus[axis] = grid[axis] + shift
        minus[axis] = grid[axis] - shift
        slopes.append((energy_function(*plus) - energy_function(*minus))
                      / (2 * shift))
    tensor = np.zeros((3, 3))
    for i in range(3):
        for j in range(i, 3):
            value = weight * np.sum(slopes[i] * slopes[j] * minus_slope)
            tensor[i, j] = tensor[j, i] = value / carriers / hbar2_over_me
    return carriers, tensor


carriers_deg, inverse_mass = transport(parabolic, fermi)
mu_dilute = -0.20
carriers_dilute, inverse_mass_dilute = transport(parabolic, mu_dilute)
for tensor in (inverse_mass, inverse_mass_dilute):
    assert np.allclose(tensor, np.diag(1 / masses), rtol=1e-5, atol=1e-6)
# The dilute limit leaves a quantum-statistics correction near 2e-4.
assert abs(carriers_dilute / (n_c * np.exp(mu_dilute / kT)) - 1) < 5e-4

# Test 3: average over field (or current) directions by angular quadrature
cosines, cos_weights = np.polynomial.legendre.leggauss(8)
angles = 2 * np.pi * np.arange(16) / 16
mean_conductance = 0.0
mean_resistance = 0.0
resistance_tensor = np.linalg.inv(inverse_mass)
for c, w in zip(cosines, cos_weights):
    s = np.sqrt(1 - c**2)
    for phi in angles:
        u = np.array([s * np.cos(phi), s * np.sin(phi), c])
        mean_conductance += w / 32 * (u @ inverse_mass @ u)
        mean_resistance += w / 32 * (u @ resistance_tensor @ u)
m_cond_numeric = 1 / mean_conductance
assert abs(m_cond_numeric / m_cond - 1) < 1e-5
assert abs(mean_resistance / m_arith - 1) < 1e-5

# Test 4: ordering of the three means for many mass triples
triples = np.random.default_rng(4).uniform(0.05, 2.0, (2000, 3))
harmonic = 3 / np.sum(1 / triples, axis=1)
geometric = np.prod(triples, axis=1) ** (1 / 3)
assert np.all(harmonic <= geometric + 1e-12)
assert np.all(geometric <= triples.mean(axis=1) + 1e-12)

# Test 5: two-band dispersion by diagonalization, then its transport mass
for kz in (0.3, 1.0, 2.0):
    gamma = parabolic(0.2, 0.5, kz)
    coupling = np.sqrt(gap * gamma)
    matrix = np.array([[gap / 2, coupling], [coupling, -gap / 2]])
    upper = np.linalg.eigvalsh(matrix)[-1] - gap / 2
    assert abs(upper * (1 + upper / gap) - gamma) < 1e-10
    assert abs(upper - two_band(0.2, 0.5, kz)) < 1e-10
fermi_two_band = 0.5 * gap * (np.sqrt(1 + 4 * fermi / gap) - 1)
mass_factor = 1 + 2 * fermi_two_band / gap
_, inverse_mass_two_band = transport(two_band, fermi_two_band)
factor_numeric = 3 / np.trace(inverse_mass_two_band) / m_cond
# The formula is for zero temperature; thermal smearing at 300 K is below 1 %.
assert abs(factor_numeric / mass_factor - 1) < 0.01

# Worked example
mobility_axes = const.e * tau / (masses * const.m_e) * 1e4
mobility_mean = const.e * tau / (m_cond * const.m_e) * 1e4
conductivity = density_cm3 * const.e * mobility_mean
# Effect of a relaxation time 10 % longer along the tetragonal axis
tau_scale = np.array([1.0, 1.0, 1.1])
tau_change = np.mean(tau_scale * mobility_axes) / mobility_mean - 1
broadening = const.hbar / tau / const.e
k_times_path = 2 * fermi / broadening

print(f"principal masses (m_e): {masses[0]:.2f} {masses[1]:.2f} {masses[2]:.2f}")
print(f"product of masses (m_e^3): {np.prod(masses):.4f}")
print(f"sum of inverse masses (1/m_e): {np.sum(1 / masses):.4f}")
print(f"density-of-states mass, formula (m_e): {m_dos:.4f}")
print(f"energy used for state counting (eV): {probe_energy:.2f}")
print(f"density-of-states mass, counted (m_e): {m_counted:.4f}")
print(f"conductivity mass, formula (m_e): {m_cond:.4f}")
print(f"conductivity mass, k-space sum (m_e): {m_cond_numeric:.4f}")
print(f"arithmetic-mean mass, series limit (m_e): {m_arith:.4f}")
print(f"m_d above m_c (percent): {100 * (m_dos / m_cond - 1):.2f}")
print(f"series mass above m_c (percent): {100 * (m_arith / m_cond - 1):.2f}")
print(f"carrier density, input (cm^-3): {density_cm3:.2e}")
print(f"relaxation time, input (fs): {tau * 1e15:.1f}")
print(f"temperature, input (K): {temperature:.0f}")
print(f"band gap, rough input (eV): {gap:.1f}")
print(f"thermal energy kT (eV): {kT:.5f}")
print(f"Fermi energy, parabolic (eV): {fermi:.4f}")
print(f"density counted below Fermi energy (cm^-3): {density_at_fermi * 1e21:.4e}")
print(f"effective density of states N_c (cm^-3): {n_c * 1e21:.3e}")
print(f"degeneracy ratio E_F/kT (no unit): {fermi / kT:.2f}")
print(f"filling ratio n/N_c (no unit): {density / n_c:.1f}")
print(f"mobility across axis (cm2/Vs): {mobility_axes[0]:.2f}")
print(f"mobility along axis (cm2/Vs): {mobility_axes[2]:.2f}")
print(f"mobility ratio along/across (no unit): {mobility_axes[2] / mobility_axes[0]:.3f}")
print(f"direction-averaged mobility (cm2/Vs): {mobility_mean:.2f}")
print(f"direction-averaged conductivity (S/cm): {conductivity:.1f}")
print(f"Fermi energy, two-band estimate (eV): {fermi_two_band:.4f}")
print(f"two-band mass factor, formula (no unit): {mass_factor:.4f}")
print(f"two-band mass factor, k-space sum at 300 K (no unit): {factor_numeric:.4f}")
print(f"conductivity mass with two-band factor (m_e): {m_cond * mass_factor:.4f}")
print(f"mobility change, tau 10 percent longer along axis (percent): {100 * tau_change:.2f}")
print(f"collision broadening hbar/tau (eV): {broadening:.4f}")
print(f"k times mean free path, 2 E_F tau/hbar (no unit): {k_times_path:.2f}")
print("verified")
```

Running it gives:

```
principal masses (m_e): 0.30 0.30 0.23
product of masses (m_e^3): 0.0207
sum of inverse masses (1/m_e): 11.0145
density-of-states mass, formula (m_e): 0.2746
energy used for state counting (eV): 0.30
density-of-states mass, counted (m_e): 0.2746
conductivity mass, formula (m_e): 0.2724
conductivity mass, k-space sum (m_e): 0.2724
arithmetic-mean mass, series limit (m_e): 0.2767
m_d above m_c (percent): 0.81
series mass above m_c (percent): 1.58
carrier density, input (cm^-3): 1.00e+20
relaxation time, input (fs): 5.0
temperature, input (K): 300
band gap, rough input (eV): 3.6
thermal energy kT (eV): 0.02585
Fermi energy, parabolic (eV): 0.2861
density counted below Fermi energy (cm^-3): 1.0003e+20
effective density of states N_c (cm^-3): 3.610e+18
degeneracy ratio E_F/kT (no unit): 11.07
filling ratio n/N_c (no unit): 27.7
mobility across axis (cm2/Vs): 29.31
mobility along axis (cm2/Vs): 38.24
mobility ratio along/across (no unit): 1.304
direction-averaged mobility (cm2/Vs): 32.29
direction-averaged conductivity (S/cm): 517.3
Fermi energy, two-band estimate (eV): 0.2664
two-band mass factor, formula (no unit): 1.1480
two-band mass factor, k-space sum at 300 K (no unit): 1.1547
conductivity mass with two-band factor (m_e): 0.3127
mobility change, tau 10 percent longer along axis (percent): 3.95
collision broadening hbar/tau (eV): 0.1316
k times mean free path, 2 E_F tau/hbar (no unit): 4.35
verified
```
